# The inverse-volume energy term of a spherical charge in a cubic supercell, part 2

A doubly positive oxygen vacancy in hafnium dioxide is computed in a periodic cubic cell of side 1 nm, but the energy of a single isolated vacancy is wanted. After a point-charge correction, one must decide whether to subtract a further term proportional to \(1/L^3\) or to pay for a larger cell. The model charge is \(q=+2e\), a Gaussian of width \(\sigma=0.10\) nm per axis.

Equations are in Gaussian form; multiplying every energy by \(1/(4\pi\varepsilon_0)\) gives the SI form. A fixed spherical charge density \(\rho(\mathbf r)\) has net charge \(q\) and second radial moment \(Q=\int\rho r^2d^3r\), which carries the sign of the charge. It lies within a radius \(R\le L/2\) in a cubic cell of side \(L\) and volume \(V=L^3\). A uniform background makes the cell neutral, and the mean potential is zero. The periodic energy per cell \(E_{\rm per}\) and the isolated energy \(E_{\rm iso}\) then differ in vacuum by a point term and a moment term:

\[
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3V},\qquad\alpha=2.837297 .
\]

With \(\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r\) and reciprocal lattice vectors \(\mathbf G\),

\[
E_{\rm per}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2},\qquad
E_{\rm iso}=2\pi\int\frac{d^3k}{(2\pi)^3}\frac{|\rho(\mathbf k)|^2}{k^2}=\frac1\pi\int_0^\infty|\rho(k)|^2dk .
\]

For small \(k\),

\[
\rho(k)=q-\frac{Qk^2}{6}+\dots,\qquad |\rho(k)|^2=q^2-\frac{qQk^2}{3}+\dots
\]

The summand \(|\rho(k)|^2/k^2\) thus has the finite part \(-qQ/3\) at \(k=0\). The periodic sum omits it, and \(-2\pi/V\) times this part is the moment term.

The zero-average periodic potential of a unit point charge, the kernel of the numerical checks, is

\[
\psi(\mathbf s)=\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{3V}+h(\mathbf s),
\qquad \nabla^2h=0\ \ (s<L),\qquad h(0)=0 .
\]

For a spherical charge \(h\) contributes nothing. In a cubic cell it starts at fourth order, so a non-spherical charge without dipole acquires a further term of order \(L^{-5}\). In another cell, the value of \(\psi-1/s\) at the origin replaces \(-\alpha/L\).

### Three compact charges and one that overlaps

The identity can be tested on densities proportional to \(w(x)(1-x^2)^2\), with \(x=r/R\) and \(R=0.45L\). The periodic energy comes from the reciprocal sum. The isolated energy comes from building up the charge shell by shell, \(E_{\rm iso}=\int_0^R4\pi r\rho(r)q_{\rm in}(r)\,dr\), where \(q_{\rm in}\) is the charge inside \(r\). Energies are in \(e^2/L\), charges in \(e\) and moments in \(eL^2\).

| \(w(x)\) | \(q\) | \(Q\) | Computed shift | Formula |
|---|---|---|---|---|
| \(1\) | 0.95744 | 0.06463 | −1.1708634 | −1.1708634 |
| \(1-2x^2\) | 0.31915 | 0.00588 | −0.1405681 | −0.1405681 |
| \(1-3x^2\) | 0 | −0.02350 | 0 | 0 |

The third density is neutral and still has a second moment. Its shift vanishes, as the factor \(q\) requires: a spherical neutral charge has no field outside itself and needs no background.

With \(w=1\) and \(R=0.8L\), neighbouring charges overlap. The computed shift then lies \(0.0125\,e^2/L\) below the formula, about 3 % of the moment term for that radius. The sign follows from the shell theorem. Two overlapping spherical shells of like charge repel less than point charges at their centres would, so a density of one sign gives a periodic energy below the formula.

### A uniform dielectric, and which charge defines Q

Let the medium respond linearly with a permittivity \(\varepsilon\) that is the same at all wavevectors. Every potential of the fixed source is then divided by \(\varepsilon\), and so are both energies:

\[
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi qQ}{3\varepsilon V}.
\]

Here \(q\) and \(Q\) belong to the source charge, without the charge induced in the medium. The distinction matters. For \(\mathbf G\neq0\) the total charge is \(\rho(\mathbf G)/\varepsilon\), so the induced part is \(-(1-1/\varepsilon)\rho(\mathbf G)\). At \(\mathbf G=0\) the induced part is zero, because a polarised cell stays neutral. In real space the induced density is therefore \(-(1-1/\varepsilon)[\rho(\mathbf r)-q/V]\). Over a cube the mean of \(r^2\) is \(3\cdot L^2/12=L^2/4\), and the second moment of source plus induced charge is

\[
Q_{\rm tot}=\frac{Q}{\varepsilon}+\Big(1-\frac1\varepsilon\Big)\frac{qL^2}{4}.
\]

This grows as \(L^2\). Put in place of \(Q\), it would turn the moment term into a spurious \(1/L\) term. For the example below, at \(L=1.0\) nm, \(Q_{\rm tot}=0.40\ e\,\mathrm{nm}^2\), whereas \(Q=0.06\ e\,\mathrm{nm}^2\).

### Screening that weakens at short distance

At distances shorter than their screening length, electrons screen a charge less than they do far from it. For small \(k\) write

\[
\frac{1}{\varepsilon(k)}=\frac1\varepsilon+ak^2+\dots
\]

The summand of the energy becomes

\[
\frac{|\rho(k)|^2}{\varepsilon(k)k^2}=\frac{q^2}{\varepsilon k^2}+\Big[q^2a-\frac{qQ}{3\varepsilon}\Big]+\dots
\]

The bracket is the finite part at \(k=0\), which the periodic sum omits. By the argument used above, the whole inverse-volume term is

\[
\frac{2\pi}{V}\Big[\frac{qQ}{3\varepsilon}-q^2a\Big],
\]

provided that the short-range part of the interaction has died out at the nearest image. The proportionality to \(qQ\) thus requires \(a=0\), as in a medium with one permittivity at all wavevectors. With microscopic screening, a term in \(q^2\) stands beside it at the same order.

The extra part has a simple origin. The incompletely screened potential near the charge has the cell average \(4\pi qa/V\). The zero-average condition subtracts this everywhere, and half the charge times the subtracted constant is \(-2\pi q^2a/V\). Far from the charge the constant appears as an offset \(-4\pi qa/V\) of the potential. In this linear model the energy contains half the charge times that offset, so an alignment step that multiplies this offset by the full charge removes twice the term. The factor one half belongs to this part only, and to a medium that is the same at every point. Measured against a screened point charge, the far potential also has the offset \(+2\pi Q/(3\varepsilon V)\), and the full charge times that offset is the whole moment term. If instead the weaker screening is tied to the defect site, as a permittivity \(\varepsilon_{\rm in}\) inside a radius \(R_c\), it adds the energy \(-(1/\varepsilon_{\rm in}-1/\varepsilon)\,\frac{4\pi q}{3V}\int_0^{R_c}q_{\rm in}(r)\,r\,dr\) to leading order, and this too equals the full charge times the offset it causes. The factor used in such a step must be known before it is combined with the correction given here.

### The vacancy model in numbers

The model charge is \(q=+2e\) with a Gaussian profile of width \(\sigma=0.10\) nm per axis. The ions are held fixed, and the rough electronic permittivity is \(\varepsilon=4.5\). The Coulomb constant \(e^2/(4\pi\varepsilon_0)\) is 1.439965 eV nm. Each axis contributes \(\sigma^2\) to the mean of \(r^2\), so

\[
Q=3q\sigma^2=3\times2\times0.0100=0.0600\ e\,\mathrm{nm}^2 .
\]

For this Gaussian \(|\rho(k)|^2=q^2e^{-\sigma^2k^2}\), and the integral for the isolated energy gives

\[
E_{\rm iso}=\frac{1.439965\times4}{2\sqrt\pi\times0.10\times4.5}=3.611\ \mathrm{eV}.
\]

At \(L=1.0\) nm the two terms are

\[
-\frac{2.837297\times1.439965\times4}{2\times4.5\times1.0}=-1.816\ \mathrm{eV},\qquad
\frac{2\pi\times1.439965\times2\times0.0600}{3\times4.5\times1.0^3}=0.0804\ \mathrm{eV}.
\]

The reciprocal sum gives \(E_{\rm per}=1.875\) eV, which equals \(3.611-1.816+0.080\) eV. With charge, width and permittivity held fixed, three cells give:

| \(L\) (nm) | \(E_{\rm per}\) (eV) | Point term (eV) | Moment term (eV) |
|---|---|---|---|
| 1.0 | 1.875 | −1.816 | 0.0804 |
| 1.5 | 2.424 | −1.211 | 0.0238 |
| 2.0 | 2.713 | −0.908 | 0.0101 |

A Gaussian has no sharp edge, so the formula is no longer exact. Two such charges at distance \(L\) interact as \(\mathrm{erf}(L/2\sigma)/L\) instead of \(1/L\). For six neighbours, each pair shared between two cells, the deficit at 1.0 nm is \(3q^2\,\mathrm{erfc}(5)/(\varepsilon L)\), or \(6\times10^{-12}\) eV. The sum shows this difference.

For a Gaussian charge the ratio of the moment term to the size of the point term is

\[
\frac{2\pi qQ/(3L^3)}{\alpha q^2/(2L)}=\frac{4\pi}{\alpha}\Big(\frac{\sigma}{L}\Big)^2=4.43\Big(\frac{\sigma}{L}\Big)^2 ,
\]

which is 4.4 % here. The permittivity cancels in this ratio, as long as it is uniform.

### How far the neglected effects move the result

All values in this part are for \(L=1.0\) nm.

**Microscopic screening.** Take the interpolation

\[
\frac1{\varepsilon(k)}=\frac1\varepsilon+\Big(1-\frac1\varepsilon\Big)\frac{k^2}{k^2+\kappa^2},\qquad a=\frac{1-1/\varepsilon}{\kappa^2},
\]

with a rough screening wavenumber \(\kappa=20\ \mathrm{nm}^{-1}\). Then \(a=0.00194\ \mathrm{nm}^2\), and the added term is \(-2\pi\times1.44\times4\times0.00194=-0.070\) eV. The net inverse-volume term is 0.010 eV instead of 0.080 eV. Energy sums with the full \(\varepsilon(k)\) agree with the expansion to within \(10^{-5}\) eV.

The cancellation can be traced. For a Gaussian charge the size of the screening term relative to the moment term is

\[
\frac{q^2a}{qQ/(3\varepsilon)}=\frac{\varepsilon-1}{(\kappa\sigma)^2}=\frac{3.5}{4}=\frac78 .
\]

The net term is one eighth of the moment term. That it equals the moment term of the 2.0 nm cell is an accident of these inputs. The net sign is not secure either, since it reverses when \(\kappa\sigma\) falls below \(\sqrt{3.5}=1.87\), and the model has \(\kappa\sigma=2\).

**Ionic screening.** If the ions respond fully, a rough static permittivity of 20 replaces 4.5. The point term becomes −0.409 eV and the moment term 0.018 eV. The moment term is then not the net inverse-volume term: the same interpolation with \(\varepsilon=20\) and \(\kappa=20\ \mathrm{nm}^{-1}\) adds −0.086 eV, for a net −0.068 eV, and the ionic response has a screening length of its own that this model does not supply. In size this is the largest change, and it concerns what is being computed: a charge to which only the electrons respond, or one to which the ions respond as well. A fast change of charge state that starts from an already charged, relaxed defect involves both permittivities and is not covered by either value alone.

**Shape of the charge.** Place the same charge in four equal Gaussian lobes of width 0.06 nm, centred 0.21 nm from the vacancy towards four hafnium neighbours. A lobe contributes its squared distance plus its own spread, so

\[
Q=2\,(0.21^2+3\times0.06^2)=0.110\ e\,\mathrm{nm}^2 ,
\]

and the moment term rises to 0.147 eV with \(\varepsilon=4.5\). The lobes have no net dipole. With the lobes along the cube diagonals the non-spherical remainder is −0.006 eV; other orientations change its size and can reverse its sign. Between 1 and 2 nm it falls as \(L^{-5.1}\), close to the expected fifth power; the next even order of \(h\), which scales as \(L^{-7}\), may account for the difference. The uncertainty in \(Q\) thus matters far more here than the departure from spherical shape.

**Anisotropy.** Permittivities of 4.8, 4.8 and 3.9 along the cell axes, with the mean kept at 4.5, change the total size shift by −0.003 eV.

**Change of shape.** The background potential also squeezes the charge, which the fixed density ignores. The emptied level of a real doubly positive vacancy holds no bound carriers, so the following stand-in gives only a scale for the effect. Let two positive carriers of free-electron mass \(m\) each occupy the ground state of an oscillator whose density has width \(\sigma\). The width fixes the quantum \(\hbar\omega=\hbar^2/(2m\sigma^2)=3.81\) eV. The background adds a fraction \(x=0.014\) to the stiffness, and each ground-state energy becomes \(\tfrac32\hbar\omega\sqrt{1+x}\). The part linear in \(x\) is the effect on a fixed density. The rest is about \(-\tfrac3{16}\hbar\omega x^2\) per carrier, or −0.0003 eV for the two.

### Beside a real hafnium dioxide calculation

A side of 1.0 nm corresponds roughly to two conventional cells along each axis, a practical size for such calculations. The permittivities and the screening wavenumber are rough values, and the Gaussian width is a model choice. The stable room-temperature crystal is monoclinic, so its supercell is not a cube and its point term needs its own lattice constant. In such a cell \(h\) also has a quadratic part, so a non-spherical charge acquires a further term of order \(L^{-3}\), set by the net charge times its traceless quadrupole. For three coplanar lobes at 0.21 nm in a \(2\times2\times2\) monoclinic cell the whole non-spherical remainder is of the order of 0.01 eV or less, against a moment term of 0.13 eV. Temperature is not treated here; it can change the permittivity, the cell side and the charge profile, all of which are held fixed in the model. A gate dielectric a few nanometres thick, with silicon and metal nearby, breaks the assumption of a uniform medium; the formula applies to a bulk supercell and not to a slab containing the interfaces. The energies here are electrostatic model energies. A defect formation energy also needs bonding, relaxation and the electron reservoir.

### Which correction to apply at 1 nm

Suppose the point term has been removed and no alignment step is made. In the uniform-medium model, the energy is still 0.080 eV too high, and subtracting the moment term cures this. In the model with microscopic screening, the energy is 0.010 eV too high before that subtraction and 0.070 eV too low after it. For a Gaussian source in a bulk cell, the moment term should therefore be subtracted alone only when \((\kappa\sigma)^2\) is much larger than \(\varepsilon-1\) and the defect leaves the medium around it unchanged. A vacancy removes a polarisable ion: a permittivity of 1 to 2.5 within 0.14 to 0.20 nm of the site would add between −0.01 and −0.15 eV at the same order, whatever the value of \(\kappa\). Otherwise the short-range screening has to be treated together with it.

If neither \(Q\) nor \(a\) is known well, a larger cell reduces the dependence on both. Going from 1.0 to 2.0 nm divides each contribution by eight, to 0.010 eV and −0.009 eV in this model, at the price of eight times as many atoms. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Lattice constant alpha (no unit): 2.837297
Largest sphere-average error of kernel (1/L): 4.8e-14
Compact densities, R = 0.45 L; q in e, Q in e L^2, energy in e^2/L:
  positive: q=0.95744 Q=0.06463 sum=-1.1708634 formula=-1.1708634
  negative outer shell: q=0.31915 Q=0.00588 sum=-0.1405681 formula=-0.1405681
  neutral: q=0.00000 Q=-0.02350 sum=-0.0000000 formula=-0.0000000
Formula error when R = 0.8 L (e^2/L): -0.01254
Example: doubly positive oxygen vacancy model in hafnium dioxide
Coulomb constant: 1.439965 eV nm
Charge: 2 e; Gaussian width per axis: 0.10 nm
Electronic permittivity (rough, no unit): 4.5
Second radial moment Q: 0.06000 e nm^2
Isolated energy: 3.61072 eV
Cell side 1.0 nm: periodic energy 1.87532 eV
  point term -1.81583 eV; moment term 0.08042 eV
  error left after point term 0.08042 eV; after both -5.9e-12 eV
Cell side 1.5 nm: periodic energy 2.42400 eV
  point term -1.21055 eV; moment term 0.02383 eV
  error left after point term 0.02383 eV; after both 2.4e-16 eV
Cell side 2.0 nm: periodic energy 2.71286 eV
  point term -0.90791 eV; moment term 0.01005 eV
  error left after point term 0.01005 eV; after both 1.8e-16 eV
Power of 1/L in error after point term: 3.0000
Neglected effects, cell side 1.0 nm:
Static permittivity (rough, no unit): 20
  point term with it: -0.40856 eV
  moment term with it: 0.01810 eV
Screening wavenumber (rough): 20 1/nm
  coefficient a: 0.001944 nm^2
  added inverse-volume term: -0.07037 eV
  net inverse-volume term from sums: 0.01005 eV
Anisotropic permittivities (assumed): 4.8, 4.8, 3.9
  change of total size shift: -0.00269 eV
Tetrahedral charge: distance 0.21 nm, lobe width 0.06 nm
  its moment Q: 0.10980 e nm^2
  its moment term: 0.14717 eV
  remainder beyond both terms: -0.00572 eV
  power of 1/L in remainder, 1 to 2 nm: 5.102
Oscillator quantum for the charge width: 3.810 eV
  relative stiffness added by background: 0.01407
  energy from change of shape: -0.000281 eV
```
